Volume scans with fixed k-point spacing and the analytic stress

**Question**

I am computing an energy–volume curve for a simple cubic metal in a plane-wave basis. The reciprocal cell shrinks as the crystal expands, so I let the k-point mesh follow it: at each lattice constant a, I choose the number of divisions n so that the spacing stays at or below Δ = 0.105 bohr⁻¹. This seemed more consistent than keeping n fixed, because every volume is then sampled with the same density in reciprocal space.

I scanned eleven lattice constants from 4.80 to 5.20 bohr and fitted a third-order Birch–Murnaghan curve. Its minimum is at 5.012 bohr. At that lattice constant, however, the analytic pressure is −0.35 GPa, not zero, and the fit residual is much larger than I expected. Is the stress wrong, is the fit wrong, or is my idea of consistency wrong?

**Answer**

The stress and your curve describe different functions of volume. To see this, ask what is held fixed when the stress is derived, and then what your spacing rule holds fixed.

**The model and the quantity being differentiated**

I use Hartree atomic units in the equations and a model that shows the sampling effect without other complications: independent electrons, three per cell, in a cubic cell of volume V = a³. With b = 2π/a, write

k = bκ,  G = bm,

where κ holds the reduced coordinates of a mesh point and m is a triple of integers. The Hamiltonian matrix at κ has the kinetic part

T = ½|k+G|² = ½b²|κ+m|²

on its diagonal. Plane waves whose difference is G ≠ 0 are coupled by

U(G) = −(A/V) exp(−s²G²/2).

The parameters are A = 10 hartree bohr³, s = 1 bohr and kT = 0.01 hartree. The average potential and the ionic energy are represented by a smooth term W = −C/a. The constant C = 7.33947 hartree bohr makes the pressure vanish at a = 5 bohr on a 20×20×20 reference mesh.

For n divisions along each axis, with mesh weights w that add to one, the free energy is

F_n = 2Σ w {fε + kT[f ln f + (1−f) ln(1−f)]} + W.

The sum runs over mesh points and bands, the factor 2 is for spin, and f is the Fermi–Dirac occupation. The electron number N = 2Σ w f is fixed.

**The pressure at fixed reduced coordinates**

Change V while keeping every κ, every weight and the set of integers m at each κ. The occupations respond, but to first order their response does not contribute. The derivative of F_n with respect to one occupation is

∂F_n/∂f = 2w{ε + kT ln[f/(1−f)]} = 2wμ,

because f/(1−f) = exp[−(ε−μ)/kT]. The total contribution is therefore μ Σ 2w df = μ dN = 0, and what remains is

dF_n/dV = 2Σ w f dε/dV + dW/dV.

In a fixed finite basis, a normalized eigenvector satisfies dε/dV = ⟨∂H/∂V⟩, since the change of the vector contributes only ε times the change of its norm, which is zero. Within a degenerate group the occupations are equal, so only the sum of the derivatives matters, and that is a trace.

Now take the volume derivatives. Since b² ∝ V^(−2/3),

V ∂T/∂V = −(2/3)T,
V ∂G²/∂V = −(2/3)G².

In U, the prefactor 1/V gives −U and the exponential gives −(s²/2)(−2G²/3)U. Hence

V ∂U/∂V = U(−1 + s²G²/3).

Finally W = −C V^(−1/3), so dW/dV = C/(3V^(4/3)) = C/(3a⁴). With P_n = −dF_n/dV,

P_n = (2/V) Σ w f [(2/3)⟨T⟩ + ⟨U(1 − s²G²/3)⟩] − C/(3a⁴).

In the second average, each matrix element of U is multiplied by the factor for its own G.

Nowhere did the derivation require a converged mesh. P_n is the derivative of F_n even when F_n is a poor approximation to the Brillouin-zone integral. At a = 4.90 bohr, the 3×3×3 mesh gives 8.4785 GPa both from the formula and from a finite difference of F_3. The 12×12×12 mesh gives 2.8491 GPa by both routes. The coarse mesh has a wrong pressure, but it is the correct slope of its own energy curve.

For a general small strain η, positions change as r → (1+η)r. Fixed reduced coordinates keep k·r unchanged, so k → (1−ηᵀ)k to first order. The same holds for G, and the kinetic energy of q = k+G changes by −q·η·q. For η equal to δ times the unit matrix, δV/V = 3δ and the change is −(1/3)(δV/V)q², which is the isotropic result above.

**What if Cartesian k is really held fixed?**

One could take "fixed k-points" literally and freeze k while only G scales. Since V ∂G/∂V = −G/3, the kinetic derivative becomes

V ∂T/∂V = −(1/3)G·(k+G)
= −(1/3)|k+G|² + (1/3)k·(k+G).

The potential depends only on differences of G, so its derivative is unchanged. Therefore

P_frozen = P_n − (1/(3V)) 2Σ w f ⟨k·(k+G)⟩.

At a = 4.90 bohr and n = 12 this is −32.52 GPa instead of 2.85 GPa, with the components of κ taken between −½ and ½; the value changes if a point is replaced by a periodic image, because k itself appears in the extra term. The discrepancy is not a small sampling error. The Brillouin zone changes size while the frozen points do not, so they cease to be a uniform mesh of the new zone. This derivative is not the crystal's pressure, and it is not what your rule produces either.

**What a spacing rule does**

Your rule is

n(a) = smallest integer not less than b/Δ.

Because n is an integer, the spacing b/n cannot be constant. The rule gives n divisions for

2π/(nΔ) ≤ a < 2π/[(n−1)Δ].

Throughout such an interval you have a fixed-division calculation, and the analytic pressure is the slope of the curve. At the end of the interval you move to another mesh. In your scan the change from 13 to 12 divisions occurs at

a* = 2π/(12 × 0.105) = 4.987 bohr.

The actual spacing falls from 0.1007 bohr⁻¹ at a = 4.80 bohr to 0.0974 at 4.96, jumps to 0.1047 at 5.00, and falls again to 0.1007 at 5.20. Rounding b/Δ in a different way would move the switch points but would not make n continuous.

The ratio of successive switch points is n/(n−1), so the relative width of an interval in a is 1/(n−1). The intervals therefore become narrower as the mesh becomes denser, and a sufficiently dense mesh switches several times within a given scan. What makes them safer is that their steps become small.

**Why fixed divisions give a smooth error**

Fixed n does not remove the sampling error, but it makes the error vary smoothly with volume. Free electrons show this most clearly. Set U and W to zero and let kT scale as b². All energies are then b² times numbers that depend on κ+m alone. The condition for N fixes μ/b² independently of a, and

F_n(a) = b² φ_n,

with φ_n independent of a. The relative error of one mesh against another is thus the same at every volume. For n = 12 relative to n = 20 it is −4.64×10⁻⁵ at both 4.80 and 5.20 bohr.

With the lattice potential and a fixed temperature this proportionality is lost, but smoothness survives. At kT > 0 the electron number and the grand potential on a fixed mesh are traces of smooth functions of a finite matrix H(a), and H is smooth in a. Since N increases strictly with μ, the chemical potential is also smooth, and so is F_n. Level crossings do no harm.

At kT = 0 the situation is less favourable. The energy is a sum over the lowest levels and stays continuous, but its slope can jump when a level passes through the Fermi level and weight moves to another level. Fixed divisions then exclude steps, but not kinks.

In the metal at hand, the free-energy errors relative to the 20×20×20 mesh are:

a = 4.80 bohr: −2.03 meV for n = 12, +2.47 meV for n = 13
a = 5.00 bohr: −1.58 meV for n = 12, +2.01 meV for n = 13
a = 5.20 bohr: −1.23 meV for n = 12, +1.65 meV for n = 13

The reference is not fully converged: at a = 4.987 bohr it lies 0.30 meV above a 40×40×40 mesh, a shift that cancels in the difference between n = 12 and n = 13. The errors shrink faster than a⁻². That law would give a ratio (5.20/4.80)² = 1.17 across the scan, whereas the n = 12 errors have a ratio of about 1.6 (2.03/1.23). The potential and the fixed temperature both break the free-electron scaling, and I have not separated their effects. What matters for the curve is that each error drifts slowly, while the two differ in sign.

**The step and the pressure it imitates**

Going up in volume through a*, the curve acquires the step

J = F_12(a*) − F_13(a*) = −3.65 meV.

The analytic pressures on the two sides are 0.383 GPa for n = 13 and 0.325 GPa for n = 12. Neither contains J, because neither derivative involves a change of mesh.

A finite difference across the switch does contain it. Let V₋ and V₊ lie on either side of V* = a*³, at nearly equal distances, with ΔV = V₊ − V₋. To first order,

F_12(V₊) = F_12(V*) − P_12 ΔV/2,
F_13(V₋) = F_13(V*) + P_13 ΔV/2.

Subtracting and dividing by −ΔV gives

P_diff = (P_12 + P_13)/2 − J/ΔV.

The first term is 0.354 GPa. For points at a* ± 0.020 bohr the difference quotient is 1.677 GPa against 1.675 GPa from the formula, in which the step contributes 1.321 GPa. For a* ± 0.005 bohr it is 5.637 GPa, and the step contributes 5.283 GPa. Making the interval four times narrower has made the false part four times larger, as 1/ΔV requires. Reducing the finite-difference interval, normally a way to improve a derivative, makes this one worse.

**Why the fitted minimum has a pressure of −0.35 GPa**

A fit spreads the step over the whole scan. Its effect can be estimated by putting the step at the centre, x = a − a* = 0, of a densely sampled scan from −h to h. Apart from a constant, the step is the odd function (J/2) sgn x. A cubic fit represents it by c₁x + c₃x³. Least squares requires the residual to be orthogonal to x and to x³ on the interval from 0 to h:

c₁/3 + c₃h²/5 = J/(4h),
c₁/5 + c₃h²/7 = J/(8h).

Take one seventh of the first equation minus one fifth of the second. The c₃ terms cancel, leaving

c₁(1/21 − 1/25) = (J/h)(1/28 − 1/40),
c₁ = (45/32) J/h,

and the first equation then gives c₃ = −(35/32) J/h³.

The false slope c₁ acts as a false pressure −c₁/(3a²), since dV/da = 3a². The value of −J/(3a²) can be read from the narrow finite difference, where ΔV ≈ 3a*² × 0.010 bohr:

−J/(3a²) ≈ 5.283 GPa × 0.010 bohr = 0.0528 GPa bohr.

With h = 0.20 bohr, the false pressure is

1.406 × 0.0528/0.20 = 0.37 GPa.

The fitted curve is flat where the true branch pressure cancels this, at about −0.37 GPa. The analytic pressure at your fitted minimum is −0.347 GPa. The estimate is about 7 per cent larger in magnitude than this value, but that closeness is not its accuracy. It replaces eleven points by a continuum, a slightly off-centre step by a centred one, and the Birch–Murnaghan cubic in V^(−2/3) by a cubic in a, and it treats J as constant. Written as (F_12 + F_13)/2 + (J/2) sgn x, the mixed curve balances the false pressure against the mean of the two branch pressures. These differ by 0.058 GPa at the switch, so the mean at the fitted minimum is about −0.32 GPa, and this neglected shift of about 0.03 GPa is as large as the discrepancy itself. For a step near the middle of the scan, as here, the estimate gives the sign and the rough size of the effect.

The displacement follows from the bulk modulus B. Near equilibrium P ≈ −B δV/V = −3B δa/a, so

δa ≈ 5.0 × 0.347/(3 × 43.7) = 0.013 bohr.

This agrees with the distance from the zero of the n = 12 pressure, 4.9989 bohr, to your fitted minimum, 5.0123 bohr.

The fits compare as follows:

n = 12: a₀ = 4.9989 bohr, B = 43.75 GPa, rms residual 0.008 meV
n = 13: a₀ = 5.0011 bohr, B = 43.74 GPa, rms residual 0.008 meV
spacing rule: a₀ = 5.0123 bohr, B = 45.42 GPa, rms residual 0.66 meV
n = 20: a₀ = 5.0000 bohr, B = 43.75 GPa, rms residual 0.008 meV

For each of the fixed meshes 12 and 13, the fitted minimum and the zero of the analytic pressure agree to about 0.00002 bohr. The mixed curve is worse than either of the two meshes from which it is assembled. Its bulk modulus is 3.8 per cent above the reference. One contribution is positive: J < 0 makes c₃ positive and moves the minimum, which would lie at x ≈ 0.013 bohr without the step, to a larger x, where the cubic term adds the curvature 6c₃x. With x = 5.0123 − 4.9867 = 0.0256 bohr and c₃ ≈ 500 meV bohr⁻³, this is about 77 meV bohr⁻² for the dense, centred idealisation (for the actual eleven points the step adds 56 meV bohr⁻² in a cubic in a and 83 meV bohr⁻² in the Birch–Murnaghan form), some 4 per cent of the curvature 9aB ≈ 1820 meV bohr⁻² of the true curve. The softening of the true curve at the larger volume works the other way but is only about a third as large, so it cancels only part of this term. A further positive term arises because the Birch–Murnaghan form is cubic in V^(−2/3) rather than in a: its cubic term is c₃[x³ − 9x⁴/(2a) + …], and the fit offsets the negative quartic part with extra positive curvature. The off-centre position of the step and the different slopes of the two branches also contribute. I have not separated these terms, so the sign and size of the 3.8 per cent are a numerical result of this scan.

**Is it really k-point sampling?**

Plane waves can cause a separate problem. The derivation above fixed the integer set m at each κ; here it is selected by |κ+m|² ≤ 5.5 and is the same at every volume. On the n = 12 mesh a few plane waves lie exactly on this limit, and floating-point rounding decides whether they are kept; keeping all of them changes the n = 12 errors and J by about 0.02 meV (J = −3.66 meV) and P at 4.90 bohr by 0.0003 GPa. A calculation at constant kinetic-energy cutoff changes that set as the cell changes, so the energy curve acquires steps where plane waves enter or leave. Between the steps the analytic stress is still the local slope, by the derivation above, but it differs from the slope taken across many steps. This difference is the Pulay stress, and it shrinks as the basis converges. Fixing the k-point divisions does not cure that.

Here the set is fixed, so the step must come from the mesh. Raising the limit from 5.5 to 9.5 leaves J at −3.65 to −3.66 meV. The absolute values are less well converged in the basis: with the same C, the n = 12 results move to a₀ = 5.004 bohr, B = 43.2 GPa and P = 2.97 GPa at 4.90 bohr, so the digits quoted above belong to the 5.5 basis. Going to denser meshes does change it: at the same lattice constant, F_24 − F_25 is 0.13 meV. The decrease with n is irregular: the magnitude of the step is about 0.7 meV for 14/15, 2.0 meV for 15/16, 0.9 meV for 17/18 and 0.4 meV for 20/21. These two tests identify the step as a k-point error that convergence reduces.

**What to do in practice**

Use your spacing criterion once, at the smallest volume of the scan, where b is largest. At 4.80 bohr it gives n = 13. Keep 13 divisions at all eleven volumes. The spacing then never exceeds 0.105 bohr⁻¹, and the curve has no mesh steps. Repeat the scan with successively denser fixed meshes until the results you need stop changing, because a smooth curve is not by itself a converged one.

In a cell relaxation, keep all three division numbers fixed while the optimizer combines energies and stresses. If the cell has changed greatly by the end, choose new divisions and restart, without comparing energies across the change as though they belonged to one curve.

A common spacing remains a reasonable starting point when comparing different cells. If a cell is doubled along one axis, its reciprocal vector is halved, and half as many divisions give the same spacing. Equal n would then be the uneven choice. The distinction is between choosing comparable meshes for different cells and differentiating the energy of one cell as it deforms.

The argument also carries over to self-consistent calculations in which the free energy is stationary with respect to the density: the density's response then drops out at first order, as the occupations did here, and the derivative is again taken at fixed κ. The sizes of the errors above belong to this model and must be determined afresh for a real material. The full set of values is in the numerical output below.

Computed results

```
electrons per cell 3; DEPTH 10.0 hartree bohr^3; WIDTH 1.0 bohr; kT 0.010 hartree
plane waves per k-point 48 to 61 (|kappa+m|^2 <= 5.5); ionic constant C 7.33947 hartree bohr
pressure tests at a = 4.90 bohr
n= 3: analytic P    8.4785 GPa, finite difference    8.4785 GPa
n=12: analytic P    2.8491 GPa, finite difference    2.8491 GPa
n=13: analytic P    2.9170 GPa, finite difference    2.9170 GPa
n=12, Cartesian k frozen: finite difference -32.5201 GPa
free electrons, a=4.80 bohr: relative F error of n=12 -4.640868e-05
free electrons, a=5.20 bohr: relative F error of n=12 -4.640868e-05
requested spacing 0.105 1/bohr; errors relative to n=20
a (bohr)  rule n  spacing (1/bohr)  error n=12 (meV)  error n=13 (meV)
   4.80      13        0.10069            -2.027             2.472
   4.84      13        0.09986            -1.930             2.368
   4.88      13        0.09904            -1.836             2.271
   4.92      13        0.09824            -1.747             2.179
   4.96      13        0.09744            -1.661             2.093
   5.00      12        0.10472            -1.580             2.011
   5.04      12        0.10389            -1.503             1.933
   5.08      12        0.10307            -1.430             1.859
   5.12      12        0.10227            -1.361             1.788
   5.16      12        0.10147            -1.295             1.720
   5.20      12        0.10069            -1.233             1.654
switch at a = 4.98666 bohr; step F12-F13 = -3.645 meV
analytic P at switch: n=13 0.383 GPa, n=12 0.325 GPa
difference across step, a* +/- 0.020 bohr: P 1.677 GPa, predicted 1.675 GPa
difference across step, a* +/- 0.005 bohr: P 5.637 GPa, predicted 5.636 GPa
same step with |kappa+m|^2 <= 9.5: -3.656 meV
F24-F25 at the same a: 0.1260 meV
fit: a0 (bohr), bulk modulus (GPa), rms residual (meV), analytic P at a0 (GPa)
  12: 4.99889  43.747  0.0084  0.0005
  13: 5.00107  43.743  0.0084  0.0006
rule: 5.01231  45.416  0.6594  -0.3465
  20: 4.99998  43.745  0.0084  0.0006
n=12: analytic pressure vanishes at a = 4.99891 bohr
n=13: analytic pressure vanishes at a = 5.00109 bohr
n=12: bulk modulus from analytic pressures 43.703 GPa
single mesh meeting the requested spacing everywhere: n=13
```
